# Which Miller indices can occur inside a plane-wave cutoff sphere?: a numerical check

```python
"""
Result under test: if G = sum_i m_i b_i and |G| <= Gmax, then
|m_i| <= |a_i| Gmax / (2 pi). The popular bound Gmax / |b_i| is smaller
by c_i = 2 pi / (|a_i| |b_i|) and can lose vectors in skew cells.
Symbols: rows of A are direct vectors a_i (bohr), rows of B are reciprocal
vectors b_i (1/bohr), a_i . b_j = 2 pi delta_ij, m_i are integers,
kappa_i are the coordinates of a Bloch vector k = sum_i kappa_i b_i.
Energies are in hartree, for unit point charges in a uniform background.
"""
import numpy as np
from scipy.special import erfc

TWO_PI = 2 * np.pi


def reciprocal(A):
    return TWO_PI * np.linalg.inv(A).T


def correct_limit(A, gmax):
    return np.linalg.norm(A, axis=1) * gmax / TWO_PI


def popular_limit(B, gmax):
    return gmax / np.linalg.norm(B, axis=1)


def cosines(A, B):
    return np.sum(A * B, axis=1) / (
        np.linalg.norm(A, axis=1) * np.linalg.norm(B, axis=1))


def integer_box(low, high):
    axes = [np.arange(int(l), int(h) + 1) for l, h in zip(low, high)]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def search(B, gmax, low, high, kappa=np.zeros(3)):
    m = integer_box(low, high)
    length = np.linalg.norm((m + kappa) @ B, axis=1)
    return m[length <= gmax]


def search_symmetric(B, gmax, limit):
    n = np.floor(limit)
    return search(B, gmax, -n, n)


def reference_search(B, gmax, kappa=np.zeros(3)):
    # |x B| >= smallest singular value times |x|: a safe cube of indices
    smallest = np.linalg.svd(B, compute_uv=False)[-1]
    n = np.ceil(gmax / smallest) + 1
    return search(B, gmax, [-n] * 3, [n] * 3, kappa)


def is_lost(m, limit):
    return np.any(np.abs(m) > np.floor(limit), axis=1)


def as_set(vectors):
    return {tuple(v) for v in np.rint(vectors).astype(int)}


# ---- random triclinic cells, with and without a Bloch vector ----
rng = np.random.default_rng(7)
cells_tested = 0
cells_with_loss = 0
while cells_tested < 40:
    A = 5.0 * (np.eye(3) + rng.uniform(-0.6, 0.6, (3, 3)))
    if abs(np.linalg.det(A)) < 12.5:
        continue
    B = reciprocal(A)
    gmax = 5.0
    full = reference_search(B, gmax)
    L = correct_limit(A, gmax)
    N = popular_limit(B, gmax)
    assert as_set(full) == as_set(search_symmetric(B, gmax, L))
    lost = full[is_lost(full, N)]
    if len(lost):
        cells_with_loss += 1
        shortest = np.linalg.norm(lost @ B, axis=1).min()
        assert shortest > cosines(A, B).min() * gmax
    kappa = rng.uniform(-0.5, 0.5, 3)
    shifted = search(B, gmax, np.ceil(-kappa - L), np.floor(-kappa + L), kappa)
    assert as_set(shifted) == as_set(reference_search(B, gmax, kappa))
    cells_tested += 1
assert cells_with_loss > 0

# ---- orthorhombic cell: both bounds agree and nothing is lost ----
A_ortho = np.diag([5.0, 6.0, 8.0])
B_ortho = reciprocal(A_ortho)
full = reference_search(B_ortho, 5.0)
assert not is_lost(full, popular_limit(B_ortho, 5.0)).any()
assert np.allclose(cosines(A_ortho, B_ortho), 1.0)

# ---- fcc lattice in a compact and in a skew cell ----
edge = 8.0
unit = TWO_PI / edge
A_compact = edge / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
change = np.array([[1, 0, 0], [0, 1, 0], [2, 2, 1]], float)
A_skew = change @ A_compact
B_compact, B_skew = reciprocal(A_compact), reciprocal(A_skew)
volume = abs(np.linalg.det(A_compact))
assert np.isclose(volume, abs(np.linalg.det(A_skew)))


def parity_list(gmax):
    # fcc reciprocal vectors: unit*(h,k,l), all even or all odd
    n = int(np.ceil(gmax / unit))
    h = integer_box([-n] * 3, [n] * 3)
    same = np.all(h % 2 == h[:, :1] % 2, axis=1)
    return h[same & (np.linalg.norm(h, axis=1) * unit <= gmax)]


# real coordinates reach the correct limit on the sphere
theta, phi = np.meshgrid(np.linspace(0, np.pi, 401),
                         np.linspace(0, TWO_PI, 801), indexing="ij")
sphere = 6.0 * np.stack([np.sin(theta) * np.cos(phi),
                         np.sin(theta) * np.sin(phi),
                         np.cos(theta)], -1).reshape(-1, 3)
coordinates = np.linalg.solve(B_skew.T, sphere.T).T
ratio = coordinates.max(axis=0) / correct_limit(A_skew, 6.0)
assert np.all(ratio <= 1 + 1e-12) and np.all(ratio > 1 - 1e-4)  # angular grid

print(f"Random cells tested: {cells_tested}; popular bound failed in: "
      f"{cells_with_loss}")
print(f"fcc cubic edge: {edge:.1f} bohr; 2pi/edge: {unit:.6f} 1/bohr")
print(f"Primitive cell volume: {volume:.1f} bohr^3")
print(f"Compact cell |a_i|: {np.linalg.norm(A_compact[0]):.6f} bohr")
print(f"Compact cell |b_i|: {np.linalg.norm(B_compact[0]):.6f} 1/bohr")
print(f"Compact cell c_i: {cosines(A_compact, B_compact)[0]:.6f}")

# ---- small cutoffs ----
for gmax in (1.2, 2.3):
    L = correct_limit(A_compact, gmax)
    N = popular_limit(B_compact, gmax)
    full = search_symmetric(B_compact, gmax, L)
    truth = parity_list(gmax)
    assert as_set(full @ B_compact / unit) == as_set(truth)
    found = search_symmetric(B_compact, gmax, N)
    print(f"Gmax {gmax:.1f} 1/bohr: correct limit {L[0]:.4f}, "
          f"popular limit {N[0]:.4f}")
    print(f"  vectors: correct {len(full)}, popular {len(found)}")
    if gmax == 1.2:
        assert np.floor(L[0]) > np.floor(N[0]) and len(full) == len(found)
    else:
        lost = full[is_lost(full, N)]
        assert len(lost) == len(full) - len(found) > 0
        for m in lost:
            g = m @ B_compact
            h = np.rint(g / unit).astype(int)
            print(f"  lost m = {m.tolist()}, G/(2pi/edge) = {h.tolist()}, "
                  f"|G| = {np.linalg.norm(g):.4f} 1/bohr")
        shell = np.sum(truth**2, axis=1) == np.sum(h**2)
        print(f"  vectors in the complete shell: {shell.sum()}")
        g_full = full @ B_compact / unit
        g_found = found @ B_compact / unit
        T_full, T_found = g_full.T @ g_full, g_found.T @ g_found
        assert np.allclose(T_full, T_full[0, 0] * np.eye(3))
        assert abs(T_found[0, 1]) > 1
        print(f"  sum G G^T, xx and xy, correct: {T_full[0, 0]:.3f}, "
              f"{abs(T_full[0, 1]):.3f} (2pi/edge)^2")
        print(f"  sum G G^T, xx and xy, popular: {T_found[0, 0]:.3f}, "
              f"{T_found[0, 1]:.3f} (2pi/edge)^2")

# ---- Ewald energy at a larger cutoff ----
points = integer_box([-5] * 3, [5] * 3)
points = points[(points.sum(axis=1) % 2 == 0) & np.any(points != 0, axis=1)]
distances = np.linalg.norm(points, axis=1) * edge / 2


def ewald(G, eta):
    g2 = np.sum(G**2, axis=1)
    g2 = g2[g2 > 1e-10]
    real = np.sum(erfc(eta * distances) / distances)
    recip = 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    return 0.5 * (real + recip - 2 * eta / np.sqrt(np.pi)
                  - np.pi / (volume * eta**2))


gmax = 6.0
truth = parity_list(gmax)
energy = {eta: ewald(truth * unit, eta) for eta in (0.4, 0.5)}
assert abs(energy[0.4] - energy[0.5]) < 1e-11
print(f"Gmax {gmax:.1f} 1/bohr, kinetic cutoff {gmax**2 / 2:.1f} hartree")
print(f"Vectors from the parity rule: {len(truth)}")
for eta in energy:
    print(f"Ewald energy, full set, eta {eta:.1f} 1/bohr: "
          f"{energy[eta]:.8f} hartree")

for name, A, B in (("compact", A_compact, B_compact),
                   ("skew", A_skew, B_skew)):
    L, N = correct_limit(A, gmax), popular_limit(B, gmax)
    full = search_symmetric(B, gmax, L)
    found = search_symmetric(B, gmax, N)
    assert as_set(full @ B / unit) == as_set(truth)
    lost = full[is_lost(full, N)] @ B
    shortest = np.linalg.norm(lost, axis=1).min()
    safe = cosines(A, B).min() * gmax
    assert shortest > safe
    print(f"{name} cell: c_i = {np.round(cosines(A, B), 4).tolist()}")
    print(f"  correct limits {np.round(L, 3).tolist()}, "
          f"popular limits {np.round(N, 3).tolist()}")
    print(f"  vectors: correct {len(full)}, popular {len(found)}, "
          f"lost {len(lost)}")
    print(f"  safe radius {safe:.4f}, shortest lost |G| {shortest:.4f} 1/bohr")
    wrong = {eta: ewald(found @ B, eta) for eta in energy}
    for eta in wrong:
        g2 = np.sum(lost**2, axis=1)
        omitted = TWO_PI / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
        assert abs(energy[eta] - wrong[eta] - omitted) < 1e-12
        print(f"  eta {eta:.1f} 1/bohr: popular energy {wrong[eta]:.8f}, "
              f"omitted {omitted:.3e} hartree")
    if name == "compact":
        assert abs(wrong[0.4] - wrong[0.5]) < 1e-11
    else:
        assert abs(wrong[0.4] - wrong[0.5]) > 1e-3

# ---- hexagonal cell: limiting fraction of lost vectors ----
A_hex = edge * np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0], [0, 0, 1]])
B_hex = reciprocal(A_hex)
gmax_hex = 40.5 * np.linalg.norm(B_hex[0])
full = reference_search(B_hex, gmax_hex)
counted = is_lost(full, popular_limit(B_hex, gmax_hex)).mean()
c = cosines(A_hex, B_hex)[0]
predicted = (1 - c)**2 * (2 + c)
assert abs(counted - predicted) < 1e-3  # finite number of lattice planes
print(f"Hexagonal cell: c_1 = c_2 = {c:.6f}, Gmax/|b_1| = "
      f"{gmax_hex / np.linalg.norm(B_hex[0]):.1f}")
print(f"  vectors in sphere: {len(full)}")
print(f"  lost fraction: counted {counted:.5f}, cap formula {predicted:.5f}")

print("verified")
```

Output:

```
Random cells tested: 40; popular bound failed in: 35
fcc cubic edge: 8.0 bohr; 2pi/edge: 0.785398 1/bohr
Primitive cell volume: 128.0 bohr^3
Compact cell |a_i|: 5.656854 bohr
Compact cell |b_i|: 1.360350 1/bohr
Compact cell c_i: 0.816497
Gmax 1.2 1/bohr: correct limit 1.0804, popular limit 0.8821
  vectors: correct 1, popular 1
Gmax 2.3 1/bohr: correct limit 2.0707, popular limit 1.6907
  vectors: correct 27, popular 21
  lost m = [-2, -1, -1], G/(2pi/edge) = [0, -2, -2], |G| = 2.2214 1/bohr
  lost m = [-1, -2, -1], G/(2pi/edge) = [-2, 0, -2], |G| = 2.2214 1/bohr
  lost m = [-1, -1, -2], G/(2pi/edge) = [-2, -2, 0], |G| = 2.2214 1/bohr
  lost m = [1, 1, 2], G/(2pi/edge) = [2, 2, 0], |G| = 2.2214 1/bohr
  lost m = [1, 2, 1], G/(2pi/edge) = [2, 0, 2], |G| = 2.2214 1/bohr
  lost m = [2, 1, 1], G/(2pi/edge) = [0, 2, 2], |G| = 2.2214 1/bohr
  vectors in the complete shell: 12
  sum G G^T, xx and xy, correct: 48.000, 0.000 (2pi/edge)^2
  sum G G^T, xx and xy, popular: 32.000, -8.000 (2pi/edge)^2
Gmax 6.0 1/bohr, kinetic cutoff 18.0 hartree
Vectors from the parity rule: 459
Ewald energy, full set, eta 0.4 1/bohr: -0.28655388 hartree
Ewald energy, full set, eta 0.5 1/bohr: -0.28655388 hartree
compact cell: c_i = [0.8165, 0.8165, 0.8165]
  correct limits [5.402, 5.402, 5.402], popular limits [4.411, 4.411, 4.411]
  vectors: correct 459, popular 411, lost 48
  safe radius 4.8990, shortest lost |G| 5.6089 1/bohr
  eta 0.4 1/bohr: popular energy -0.28655388, omitted 1.167e-23 hartree
  eta 0.5 1/bohr: popular energy -0.28655388, omitted 6.566e-16 hartree
skew cell: c_i = [0.3244, 0.3244, 0.198]
  correct limits [5.402, 5.402, 22.273], popular limits [1.753, 1.753, 4.411]
  vectors: correct 459, popular 59, lost 400
  safe radius 1.1882, shortest lost |G| 1.3603 1/bohr
  eta 0.4 1/bohr: popular energy -0.28952756, omitted 2.974e-03 hartree
  eta 0.5 1/bohr: popular energy -0.29546155, omitted 8.908e-03 hartree
Hexagonal cell: c_1 = c_2 = 0.866025, Gmax/|b_1| = 40.5
  vectors in sphere: 371211
  lost fraction: counted 0.05145, cap formula 0.05144
verified
```
